Ballistic resistance of a nondegenerate two-dimensional channel at fixed density

**1. What goes wrong without the result**

A perfect channel between perfect contacts still has a resistance. If this is forgotten, the length-independent part of a measured resistance is blamed wholly on the metal contacts, and effort goes into removing something that no better metal can remove.

A second mistake concerns valleys. Each valley supplies its own conducting modes, so it seems that a material with six valleys should have one third of the ballistic resistance of a material with two. That is true when the chemical potential is held fixed. A gate, however, largely fixes the charge when the voltage that this charge drops across the gate insulator is much larger than kT/e (and, in a degenerate channel, much larger also than the height of the chemical potential above the band edge, divided by e). At fixed charge the same electrons are spread more thinly over the extra modes. In the nondegenerate regime the two effects cancel, and the resistance times width is

R W = √(2π m kT) / (n e²).

Here m is the effective mass, T the temperature and n the number of electrons per area. The number of valleys is absent.

The condition on the gate matters in practice. With 10¹² electrons per cm² and 1 nm of silicon dioxide, the drop across the insulator is only 46 mV, against kT/e = 26 mV at room temperature. In such a device, and in any device far enough below threshold, extra valleys also draw in extra charge at a given gate voltage, and so lower the resistance. The formula compares channels at equal density, not at equal gate voltage.

**2. Model and conventions**

The channel is wide, flat and uniform. Its electrons occupy g = g_s g_v equivalent branches, where g_s counts spins and g_v valleys, each with energy

E = k²/(2m)

measured from the band edge. The algebra uses atomic units, ħ = e = mₑ = 1, so h = 2π. The product kT is one symbol, the thermal energy; k standing alone is a wavenumber.

Four assumptions define the problem.

(a) The contacts are reflectionless: an electron reaching one is absorbed, and each contact injects electrons with its own equilibrium distribution.

(b) There is no scattering in the channel, and no tunnelling from source to drain below the band edge.

(c) The voltage V is small, V ≪ kT in atomic units.

(d) The channel is nondegenerate: every state has an occupation much smaller than one.

The source has the higher electron chemical potential, μ_S − μ_D = V > 0, and I is the magnitude of the current, so R = V/I is positive. R is the two-terminal resistance of the whole device. Assigning half of it to each contact is a convention.

**3. The density**

At equilibrium the occupation is

f(E) = 1/[1 + e^((E−μ)/kT)].

The density sums f over wavevectors, with one state per area (2π)² of k-space, per unit sample area and per branch:

n = g ∫ d²k/(2π)² f(E).

The integrand depends on energy alone, so d²k = 2πk dk, and E = k²/(2m) gives k dk = m dE. Hence

n = (g m/2π) ∫₀^∞ dE f(E).

Put ε = E/kT and η = μ/kT. The function −ln(1 + e^(η−ε)) has derivative 1/(1 + e^(ε−η)), vanishes at ε = ∞ and equals −ln(1 + e^η) at ε = 0. Therefore

n = N ln(1 + e^η),  N = g m kT/(2π).

The ratio u = n/N measures the filling. When e^η ≪ 1 the logarithm reduces to e^η, and

n = N e^η = (g m kT/2π) e^η.

Condition (d) is thus u ≪ 1. It contains g, even though the final resistance will not.

**4. The conductance**

States moving right carry the source distribution f_S; states moving left carry the drain distribution f_D. The reflection k_x → −k_x maps left-movers onto right-movers of the same energy, so the net current per width is

I/W = g ∫_{v_x>0} d²k/(2π)² v_x (f_S − f_D).

Let the two chemical potentials be μ ± V/2. To first order in V,

f_S − f_D = V ∂f/∂μ = V (−∂f/∂E),

because f depends only on E − μ. This symmetric choice also leaves the density unchanged to first order: what the right-movers gain, the left-movers lose. The conductance G = I/V obeys

G/W = g ∫_{v_x>0} d²k/(2π)² v_x (−∂f/∂E).

Now v_x = (k/m) cos θ, with θ between −π/2 and π/2, and the integral of cos θ over that range is 2. With k dk = m dE,

G/W = (g/4π²) · 2 ∫ k dk (k/m)(−∂f/∂E)
= (g/2π²) ∫₀^∞ dE k(E) (−∂f/∂E).

This can be read as a count of modes. At energy E the transverse wavenumber runs from −k to k, a range 2k, with spacing 2π/W. That makes kW/π modes per branch, each contributing 1/(2π), the conductance quantum e²/h in these units.

In the nondegenerate regime f = e^(η−E/kT), so −∂f/∂E = f/kT. With k = √(2mE) and E = ε kT,

∫₀^∞ dE k (−∂f/∂E) = e^η √(2m kT) ∫₀^∞ dε √ε e^(−ε).

The last integral is Γ(3/2) = √π/2. Thus

G/W = (g/2π²) e^η √(2m kT) √π/2
= g e^η √(2π m kT)/(4π²).

**5. Eliminating the chemical potential**

Both n and G contain g and η only through the product g e^η. Section 3 gives

g e^η = 2πn/(m kT).

Insert this:

G/W = [2πn/(m kT)] √(2π m kT)/(4π²)
= n √(2π m kT)/(2π m kT)
= n/√(2π m kT).

The inverse is R W = √(2π m kT)/n. To restore e, note that the current is e times the particle flux, and that a voltage V shifts energies by eV. These supply two factors of e in G:

R W = √(2π m kT)/(n e²).

The units agree: momentum times area divided by charge squared is ohm times metre.

The cancellation depends on what is held fixed. At fixed μ, T and m, doubling g doubles both n and G, and R W halves. At fixed n, doubling g lowers η by ln 2: there are twice as many modes, each half as full.

**6. Why Planck's constant has disappeared**

The conductance quantum contains h, but the result does not. A classical argument shows why. In equilibrium v_x has a Gaussian distribution with variance kT/m, so the flux of particles crossing a line in one direction is

Φ = n √(m/(2π kT)) ∫₀^∞ dv v e^(−mv²/(2kT)).

The integral is kT/m, which gives

Φ = n √(kT/(2π m)).

A contact's injected flux is proportional to e^(μ/kT). Raising its chemical potential by a small V therefore raises its flux by ΦV/kT, and

G/W = Φ/kT = n/√(2π m kT).

This is the result of section 5. Only the density and the velocity distribution enter, and dividing the same electrons among more valleys of equal mass changes neither.

The cancellation also holds in a narrow channel. Let a subband have its bottom at E_j. Integrating −∂f/∂E from E_j upwards gives f(E_j), so in the nondegenerate regime

G_j = (g/2π) e^(η−E_j/kT).

Its electrons per length are

n_j = g e^(η−E_j/kT) ∫ dk/(2π) e^(−k²/(2m kT))
= (g/2π) √(2π m kT) e^(η−E_j/kT).

Hence G_j/n_j = 1/√(2π m kT) for every subband. Summing over j gives R = √(2π m kT)/(nW), where nW is now the total number of electrons per length. Confinement moves the subband energies but not this ratio, provided all subbands keep the same mass along the channel.

**7. What filling the band does**

To see how the independence is lost, return to the general conductance and integrate by parts. The boundary terms vanish, because k = 0 at E = 0 and f = 0 at infinity:

∫₀^∞ dE √(2mE) (−∂f/∂E) = ∫₀^∞ dE f √(m/(2E))
= √(2m kT) (√π/2) F(η),

with

F(η) = (1/√π) ∫₀^∞ dε ε^(−1/2)/(1 + e^(ε−η)).

The only change from section 4 is that e^η has become F. Using g = 2πN/(m kT) as before, G/W = N F/√(2π m kT). Since N = n/u,

R W = C √(2π m kT)/n,  C = u/F(η).

For small filling put z = e^η. The occupation expands as z e^(−ε) − z² e^(−2ε) + …, and ∫₀^∞ dε ε^(−1/2) e^(−2ε) = √(π/2). Therefore

F = z − z²/√2 + …
u = ln(1 + z) = z − z²/2 + …

To first order z = u, and the quotient is

C = 1 + (1/√2 − 1/2) u = 1 + 0.207 u.

The first correction raises the resistance, and because u = n/N it depends on g: at a given density, fewer valleys mean a larger correction.

In the opposite limit, u ≫ 1, f is nearly a step at E = μ. Then u = η and F = 2√(η/π), so C = √(πu)/2. Substituting u = 2πn/(g m kT),

R W = (1/2n) √(2π m kT · 2π² n/(g m kT))
= π^(3/2)/√(g n).

With units restored this is π^(3/2) ħ/(e² √(g n)). Mass and temperature have gone, and the valley number has returned. In a strongly degenerate channel at fixed density, extra equivalent valleys do lower the ballistic resistance, as g_v^(−1/2).

**8. Valleys with unequal masses**

Real valleys may be ellipses. Write E = ½ k·A·k, where A is the inverse mass tensor. The velocity is v = A k. In the nondegenerate regime k is Gaussian with covariance kT A⁻¹, so v has covariance A (kT A⁻¹) A = kT A. The variance of v_x is kT A_xx, and the argument of section 6 holds with 1/m replaced by A_xx. When the ellipse is tilted against the channel, so that A_xy is not zero, this needs a channel much wider than it is long, because a reflection at a side wall can reverse v_x. In a long strip with smooth hard walls each subband has E = E_j + ½(A_xx − A_xy²/A_yy)k², and the mass to use is the larger value (A⁻¹)_xx.

If valley i holds density n_i and has transport mass m_i = 1/A_xx,i, the conductances add:

G/W = Σ_i n_i/√(2π m_i kT).

The number of valleys drops out at fixed total density when all the m_i are equal. If they differ, the way the electrons divide among the valleys matters.

**9. Finite voltage**

Now drop condition (c) but keep the channel density fixed, as an ideal gate would. Each contact fills half of the velocity space. If n_S and n_D are the densities that the two contacts would produce in equilibrium, then

n = (n_S + n_D)/2,  n_D = n_S e^(−x),  x = V/kT.

The current is the difference of the two one-way fluxes:

I/W = √(kT/(2πm)) (n_S − n_D)
= 2n √(kT/(2πm)) (1 − e^(−x))/(1 + e^(−x))
= n v tanh(x/2),  v = √(2kT/(πm)).

Here v is the mean forward velocity of the injected electrons. Since kT/v = √(2π m kT)/2, the ratio V/I gives

V W/I = [√(2π m kT)/n] (x/2)/tanh(x/2).

The last factor tends to 1 at small x. At large x the current saturates at n v per width.

**10. Scattering, and the intercept at zero length**

Let electrons be turned back at a rate 1/λ per length, with λ independent of energy. The right-going flux J₊ and the left-going flux J₋ then satisfy

dJ₊/dy = dJ₋/dy = −(J₊ − J₋)/λ,

where y runs along the channel. The difference J = J₊ − J₋ is constant, so J₊ falls linearly with slope −J/λ. Inject unit flux at y = 0 and none at y = L. At the far end J₋ = 0, so J₊ = J there, and

1 − J L/λ = J,  J = λ/(λ + L).

This J is the transmission, and the resistance becomes the ballistic one multiplied by 1 + L/λ. The part proportional to L must be the ordinary sheet resistance. With mobility b and charge restored,

R_total W = √(2π m kT)/(n e²) + L/(n e b).

Suppose devices of several lengths are measured at the same density and extrapolated to L = 0. Within this model the ballistic term remains in the intercept even when the contacts are perfect. Imperfect contacts add to it. If λ varies with energy, and this flux model is applied separately at each energy, a straight line drawn through long-channel data meets L = 0 above the ballistic value: by about 18 per cent when the scattering time is independent of energy, and by more when λ rises faster with energy. The exact figure depends on how scattering changes the electrons' directions and energies. That excess is not contact resistance either.

**11. A worked example**

Take round parameters: m = 0.5 electron masses, two spins, two valleys, T = 300 K and n = 10¹² cm⁻². The thermal energy is 0.02585 eV and the mean forward velocity is v = 7.609 × 10⁶ cm/s. From section 9, √(2π m kT) = 2kT/v, so

R W = 2(kT/e)/(n e v).

The denominator is

10¹² cm⁻² × 1.602 × 10⁻¹⁹ C × 7.609 × 10⁶ cm/s = 1.219 A/cm.

The numerator is 0.0517 V. Therefore

R W = 0.0424 Ω cm = 424 Ω µm,

which is 4.24 × 10⁶ Ω Å. Half of it, 212 Ω µm, is the conventional share of each contact.

Is the channel nondegenerate? The band density is N = 1.08 × 10¹³ cm⁻², so u = 0.093, and the chemical potential lies 0.060 eV below the band edge. The first-order correction is 0.207 × 0.093 = 0.019. Evaluating F by numerical integration gives the same 1.9 per cent, and R W becomes 432 Ω µm.

The same integration, with mass and temperature held fixed, gives R W in Ω µm for other valley numbers:

n = 10¹² cm⁻²: formula 424; one valley 440, two valleys 432, six valleys 427.

n = 10¹³ cm⁻²: formula 42.4; one valley 59.1, two valleys 50.7, six valleys 45.1.

At the lower density, going from one valley to six changes the resistance by about 3 per cent. At the higher density the one-valley value exceeds the six-valley value by 31 per cent. The strongly degenerate law would give a factor √6, about 2.4, so these channels lie between the two limits.

**12. The numbers beside a real transistor**

The parameters are in the rough range of a monolayer transition-metal dichalcogenide transistor near threshold; when such a device is fully on, its density is nearer 10¹³ cm⁻². The assumption that fails most plainly is the absence of scattering. For a rough mobility of 50 cm²/Vs and a length of 10 nm, which is short for such devices, the added term at 10¹² cm⁻² is L/(n e b) = 1248 Ω µm. The total is then about 1670 Ω µm, four times the ballistic value. The corresponding λ is 10 nm × 424/1248 = 3.4 nm, so even this short channel is not ballistic. These scattering figures are rough: the mobility implies a scattering time τ with ħ/τ = 46 meV, larger than kT, where the picture of particles moving freely between collisions is no longer reliable. A contact barrier can matter more. If its top lies 0.15 eV above the Fermi level, the density there is N e^(−0.15 eV/kT) = 3.3 × 10¹⁰ cm⁻², and the formula applied at the top gives about 13,000 Ω µm. That figure counts only electrons passing over the barrier; tunnelling through a thin barrier would lower it. The 424 Ω µm is therefore an ideal reference value at this density, not a forecast of a measured resistance. Tunnelling from source to drain, excluded by assumption (b), shifts it in a direction that depends on what is held fixed. Take a parabolic barrier 10 nm long whose band edge falls by 0.06 eV from the top to each end. At fixed chemical potential R W drops by 3 to 5 per cent, but the density at the barrier top rises by about 8 per cent; with that density held at 10¹² cm⁻², R W instead rises by 4 to 5 per cent. Both shifts grow with the barrier height, to about 10 per cent each for a fall of 0.16 eV.

Smaller departures can be sized from the same formulas, each with the density held at 10¹² cm⁻². A transport mass of 0.6 instead of 0.5 raises R W by 10 per cent. Operation at 400 K raises it to 490 Ω µm, because faster electrons are outweighed by the weaker response of their flux to a given voltage: Φ grows as √T but is divided by kT. A drain voltage of 50 mV, about twice kT/e, raises V W/I by 29 per cent in the nondegenerate formula, so the linear formula needs a voltage well below that.

All numerical values are calculated from the stated model.
